# Ramp-breakdown field and service life of low-k dielectrics

**Q:** I have to choose between two low-k films for the insulation between copper lines. Both were ramped at 0.1 MV/cm/s on identical structures at the same temperature, 105 °C. Film A broke down at 7.0 MV/cm and film B at 6.3 MV/cm. Service is 1 V across 20 nm, or 0.5 MV/cm. Film A withstands more field, so it must last longer at any lower field. Why spend weeks on lifetime tests?

**A:** The ramp compares the films at fields more than ten times the service field. To carry the comparison down, you need to know how quickly each life grows as the field falls. Do you have constant-field data?

**Q:** Some, near 5 MV/cm. Logarithmic life against field looks straight there. The slopes are 4.0 cm/MV for film A and 5.5 cm/MV for film B, in natural logarithms. Film A still lasts longer at 5 MV/cm, which supports my choice.

**A:** Let us treat these as round model values and assume that the straight lines continue to service. That assumption needs its own examination later. For each film, write the life at constant field as

$$\tau(E)=t_0e^{-\gamma E},\qquad \gamma=-\frac{d\ln\tau}{dE}>0 .$$

Here $\tau$ is the 63.2 % life: the time by which that fraction of identical structures has failed. The constant $t_0$ is the extrapolated life at zero field.

**Q:** In a ramp the field never stays constant. How can $\tau(E)$ describe it?

**A:** We need a rule for adding damage. Take first a failure rate $1/\tau(E)$ that depends on the present field alone. The surviving fraction $S$ obeys $dS/dt=-S/\tau(E(t))$, so

$$S=e^{-D},\qquad D=\int_0^t\frac{dt'}{\tau(E(t'))}.$$

At 63.2 % failure, $S=e^{-1}$ and therefore $D=1$. For a Weibull distribution with shape $\beta$, the usual extension is $S=\exp(-D^\beta)$. It again gives $D=1$ at 63.2 %, but for $\beta\ne1$ it is an assumption: earlier exposure enters through the accumulated $D$, whatever the order in which the fields were applied.

For a linear ramp $E=Rt$, we have $dt=dE/R$. The breakdown field $E_{bd}$, also a 63.2 % value, follows from

$$1=\frac{1}{Rt_0}\int_0^{E_{bd}}e^{\gamma E}\,dE
=\frac{e^{\gamma E_{bd}}-1}{\gamma Rt_0}.$$

Solving for the field gives

$$E_{bd}=\frac{1}{\gamma}\ln(1+\gamma Rt_0).$$

**Q:** So a larger $t_0$ raises $E_{bd}$. That sounds like my argument.

**A:** It is your argument at fixed $\gamma$. But $E_{bd}$ is one number and the line has two parameters. Many pairs $(t_0,\gamma)$ give the same ramp result.

Look at where the ramp collects its damage. The share from the last interval $w$ before breakdown is

$$\frac{\int_{E_{bd}-w}^{E_{bd}}e^{\gamma E}dE}{\int_0^{E_{bd}}e^{\gamma E}dE}
=\frac{e^{\gamma E_{bd}}(1-e^{-\gamma w})}{e^{\gamma E_{bd}}-1}
=\frac{1-e^{-\gamma w}}{1-e^{-\gamma E_{bd}}}.$$

For $w=1$ MV/cm this is 98.2 % in film A and 99.6 % in film B. The ramp spends 10 s below 1 MV/cm, yet that part supplies a fraction of only $4\times10^{-11}$ of the damage in film A and $2\times10^{-13}$ in film B. Your service field lies in that part.

**Q:** Then what does $E_{bd}$ tell me about life?

**A:** It fixes one point on each line. Eliminate $t_0$ with the ramp condition:

$$t_0=\frac{e^{\gamma E_{bd}}-1}{\gamma R},\qquad
\tau(E)=\frac{(e^{\gamma E_{bd}}-1)e^{-\gamma E}}{\gamma R}.$$

Because $\gamma E_{bd}$ is 28 for film A and about 35 for film B, the 1 is negligible, and

$$\tau(E)\simeq\frac{e^{\gamma(E_{bd}-E)}}{\gamma R}.$$

At $E=E_{bd}$ the life is about $1/(\gamma R)$. That is 2.5 s for film A and 1.8 s for film B. Under this damage rule, your ramp has found the fields at which the films live for about two seconds. The level depends on the rule: with $\beta=1.5$ and a failure rate $\beta t^{\beta-1}/\tau(E)^\beta$ taken at the present field, these lives become 7.5 s and 5.9 s. All lives of each film then rise about threefold, and their ratio changes by less than 10 %. From those points, the slope determines the rest.

**Q:** Put in the service field, then.

**A:** For film A the exponent is $4.0\times(7.0-0.5)=26$, and $\gamma R=0.40\ \mathrm{s^{-1}}$. For film B the exponent is $5.5\times(6.3-0.5)=31.9$, and $\gamma R=0.55\ \mathrm{s^{-1}}$. Hence

$$\tau_A=\frac{e^{26}}{0.40\ \mathrm{s^{-1}}}=4.9\times10^{11}\ \mathrm{s},\qquad
\tau_B=\frac{e^{31.9}}{0.55\ \mathrm{s^{-1}}}=1.3\times10^{14}\ \mathrm{s}.$$

Film B, which lost the ramp test, lasts about 270 times longer in service under this law.

**Q:** But film A won at 5 MV/cm as well. Is that consistent?

**A:** Yes. The same formula gives $e^{8}/0.40=7452$ s for film A and $e^{7.15}/0.55=2317$ s for film B. Film A leads there by a factor of 3.2. The two lines must therefore cross between 5 and 0.5 MV/cm. At the crossing field $E_x$ the lives are equal:

$$\ln t_{0A}-\gamma_AE_x=\ln t_{0B}-\gamma_BE_x .$$

Collecting the terms in $E_x$ gives

$$E_x=\frac{\ln(t_{0B}/t_{0A})}{\gamma_B-\gamma_A}
\simeq\frac{\gamma_BE_B-\gamma_AE_A-\ln(\gamma_B/\gamma_A)}{\gamma_B-\gamma_A},$$

where $E_A$ and $E_B$ are the ramp-breakdown fields. The ramp rate cancels because it was the same for both. The numbers are

$$E_x=\frac{34.65-28.00-0.32}{1.5}=4.22\ \mathrm{MV/cm}.$$

Subtracting the two logarithmic lives also gives

$$\frac{\tau_B}{\tau_A}=e^{(\gamma_B-\gamma_A)(E_x-E)}.$$

Above $E_x$ the exponent is negative and film A wins. Below it, film B wins, by a growing factor. Your constant-field tests were on the same side of the crossing as the ramp, so their agreement said nothing about the order on the other side.

**Q:** Must two lines with different slopes always cross in the useful range?

**A:** No. If the formula gives a negative $E_x$, film A lasts longer at every positive field. If $E_x$ is positive but below the service field, film A still wins in service. A steeper slope for film B makes a reversal possible; it does not ensure one.

Here we can find the slope that film B needs. Equal service lives require

$$\gamma_B(E_B-E_s)-\ln\gamma_B=\gamma_A(E_A-E_s)-\ln\gamma_A ,$$

with $E_s$ the service field. The right side is $26-\ln4.0=24.6$, with slopes in cm/MV. With $E_B-E_s=5.8$ MV/cm, the solution is $\gamma_B=4.50$ cm/MV. For a slope between 4.0 and 4.5 cm/MV, film B would be steeper than film A and still have the shorter service life.

**Q:** Is there any case in which my original rule is safe?

**A:** There is, within this law. Before doing the ramp integral, write the life as

$$R\,\tau(E_s)=\int_0^{E_{bd}}e^{\gamma(E-E_s)}dE
=\int_{-E_s}^{E_{bd}-E_s}e^{\gamma u}\,du,\qquad u=E-E_s.$$

The integrand is positive, so raising $E_{bd}$ at fixed $\gamma$ lengthens the life. That is the sound part of your rule. Now hold $E_{bd}$ fixed and change $\gamma$:

$$R\frac{\partial\tau}{\partial\gamma}=\int_{-E_s}^{E_{bd}-E_s}u\,e^{\gamma u}\,du .$$

Negative $u$ contributes negatively, so the sign needs care. Suppose $0<E_s\le E_{bd}/2$. The positive range is then at least as long as the negative one, and we can pair $u$ with $-u$:

$$R\frac{\partial\tau}{\partial\gamma}
=\int_0^{E_s}u\left(e^{\gamma u}-e^{-\gamma u}\right)du
+\int_{E_s}^{E_{bd}-E_s}u\,e^{\gamma u}\,du>0 .$$

The first integral is positive and the second is not negative. A larger slope therefore lengthens service life at fixed $E_{bd}$.

Now start from film B, raise its slope to that of film A, and then raise its breakdown field to that of film A. If $\gamma_A\ge\gamma_B$, neither step shortens the life. So a higher ramp field together with an equal or larger slope does guarantee the longer life, provided that $E_s\le E_B/2$ and the law holds down to $E_s$.

**Q:** Why the restriction to half the breakdown field? Surely a larger slope is always good.

**A:** Not close to breakdown. At $E_s=E_{bd}$ the life is $(1-e^{-\gamma E_{bd}})/(\gamma R)$, which falls as $\gamma$ rises. With the ramp field held fixed, a steeper film collects its damage in a narrower interval, so it must fail faster at the top of the ramp. The half-field condition is sufficient for the proof; it is not the precise point at which the sign changes. Your service field is far inside it.

**Q:** Could I get the slope from ramps alone? They are quick.

**A:** Within this model, yes: use two ramp rates. The quantity $e^{\gamma E_{bd}}-1=\gamma Rt_0$ is proportional to $R$. Neglecting the 1 and dividing the conditions for rates $R_1$ and $R_2$ gives

$$e^{\gamma(E_2-E_1)}=\frac{R_2}{R_1},\qquad
\gamma=\frac{\ln(R_2/R_1)}{E_2-E_1}.$$

Here $E_1$ and $E_2$ are the breakdown fields of the same film at the two rates. If you slow the ramp a hundredfold, the model puts breakdown at 5.849 MV/cm in film A and 5.463 MV/cm in film B. The shifts are 1.151 and 0.837 MV/cm. Dividing $\ln100=4.605$ by them returns 4.0 and 5.5 cm/MV.

**Q:** The lead of film A has shrunk from 0.7 to about 0.4 MV/cm.

**A:** Its smaller slope makes its breakdown field more sensitive to ramp rate. A sufficiently slow ramp would reverse even the ramp ranking. Set the two shifted breakdown fields equal at a rate $R_x$:

$$E_A+\frac{\ln(R_x/R)}{\gamma_A}=E_B+\frac{\ln(R_x/R)}{\gamma_B}
\quad\Rightarrow\quad
\ln\frac{R_x}{R}=-\frac{E_A-E_B}{1/\gamma_A-1/\gamma_B}.$$

This gives $R_x=3.5\times10^{-6}$ MV/cm/s, with both films breaking down at 4.43 MV/cm after about 15 days.

**Q:** Why not at the crossing field, 4.22 MV/cm?

**A:** Equal breakdown fields are not equal lives. At their common breakdown field the lives are about $1/(\gamma_AR_x)$ and $1/(\gamma_BR_x)$, so film A still leads by $5.5/4.0=1.375$. To remove that lead the field must fall by $\ln(1.375)/1.5=0.21$ MV/cm, which is the difference you noticed.

Constant-field tests are more direct. At the crossing both lives are 1.95 days. At 3.8 MV/cm they are 10.5 days for film A and 19.7 days for film B, so tests of a few weeks there, with enough samples, would show the reversed order.

**Q:** How accurately must I know the slope?

**A:** Differentiate the approximate logarithmic life at fixed $E_{bd}$:

$$\frac{\partial\ln\tau}{\partial\gamma}=E_{bd}-E_s-\frac1\gamma .$$

For film B this is $5.8-0.2=5.6$ MV/cm. Suppose the shift of 0.837 MV/cm between your two ramps is wrong by 0.05 MV/cm. That is 6 % of the shift, hence about 0.33 cm/MV in the slope. The logarithmic life changes by $5.6\times0.33\approx1.8$, or a factor of about six in life, to first order. Two ramps can warn you of a crossing, but they need many samples or a wide span of rates before they can support a lifetime claim.

**Q:** Even so, your lives are enormous: $4.9\times10^{11}$ s is about 16,000 years. If both films outlast the product, the crossing is of no practical interest.

**A:** Those are 63.2 % lives of one test structure. A product contains far more insulation and may allow far fewer failures. Let it contain $N$ independent regions, each equivalent to one test structure, and let the first failure end its life. Its failed fraction $F$ satisfies

$$1-F=\left[e^{-(t/\tau)^\beta}\right]^N=e^{-N(t/\tau)^\beta}.$$

Taking the logarithm and solving for time gives

$$t=\tau\left[\frac{-\ln(1-F)}{N}\right]^{1/\beta}.$$

Choose $N=1000$, $F=100$ ppm and $\beta=1.5$ for both films. The bracket is close to $10^{-7}$, and the factor is $2.2\times10^{-5}$. Film A then reaches 0.33 years and film B about 89 years. Against a ten-year target, the winner of the ramp fails and the loser passes.

**Q:** So the scaling leaves the ratio alone?

**A:** It does because $N$, $F$ and $\beta$ were held equal. With different shapes, equal product lives require

$$\ln\frac{\tau_B}{\tau_A}=\left(\frac1{\beta_B}-\frac1{\beta_A}\right)\ln\frac{N}{-\ln(1-F)} .$$

The left side is $\ln265.5=5.58$, and the last logarithm is 16.1. With $\beta_A=1.5$ this gives $\beta_B=0.99$. If film B had a smaller shape than that, its early failures would hand the product comparison back to film A. A complete comparison therefore needs the spread as well as the slope.

**Q:** You promised to examine the straight line. What if life does not follow it down to 0.5 MV/cm?

**A:** Try another law used for dielectrics, $\tau=Ce^{-a\sqrt E}$. Its local slope is

$$-\frac{d\ln\tau}{dE}=\frac{a}{2\sqrt E}.$$

Match this to your measured slope at $E_m=5$ MV/cm, so that $a=2\gamma\sqrt{E_m}$. Then choose $C$ to reproduce the same ramp field:

$$RC=\int_0^{E_{bd}}e^{a\sqrt E}dE
=\int_0^{\sqrt{E_{bd}}}2y\,e^{ay}dy
=\frac{2}{a^2}\left[(a\sqrt{E_{bd}}-1)e^{a\sqrt{E_{bd}}}+1\right].$$

The substitution was $E=y^2$, followed by integration by parts. The slope now steepens as the field falls, so both service lives grow: to $3.3\times10^{15}$ s for film A and $3.6\times10^{19}$ s for film B. If both films obey this law, film B leads by about $10^4$.

**Q:** Then film B is the safe choice under either law.

**A:** Only if the films share the law. Let film A follow the square-root law and film B the straight line. With film A matched to its ramp field as above, it then wins in service by a factor of 26; matched instead to its straight-line life at 5 MV/cm, it wins by 43. In the ramp-matched case film B still leads between about 4.5 and 1.3 MV/cm, so a test at 3.8 MV/cm would favour film B although film A wins in service. The example's order is not a property of the two slopes alone.

**Q:** Surely my data would show which law is right.

**A:** Not from curvature in a narrow window. Between 4.6 and 5.4 MV/cm the square-root law departs from its own tangent by at most 0.033 in $\ln\tau$ for film A and 0.046 for film B. Those are 3 % and 5 % in life.

The level gives another clue. With the ramp field fixed, the square-root law predicts 4411 s for film A at 5 MV/cm, against 7452 s from the straight line. But in the straight-line model life varies as $e^{\gamma E_{bd}}$, so an error of $\ln(7452/4411)/4.0=0.13$ MV/cm in $E_{bd}$ would hide the difference. That is 2 % of the ramp field. Longer tests at lower fields help if both laws are matched to the measured life and slope at $E_m=5$ MV/cm. Their logarithmic lives then differ by $2\gamma\sqrt{E_m}(\sqrt{E_m}-\sqrt E)-\gamma(E_m-E)=\gamma(\sqrt{E_m}-\sqrt E)^2$, which grows as the field falls. If the ramp field is held fixed instead, the two curves for film A first approach each other, cross near 3.5 MV/cm, and move apart only below that.

**Q:** How close is all this to a real interconnect?

**A:** The parameters are meant for the rough regime of porous organosilicate films: breakdown at several MV/cm, slopes of a few cm/MV, and service near 0.5 MV/cm for narrow gaps. They are not measurements of two named films, and the unscaled lives of thousands to millions of years are extrapolations, not typical service lives. Real gaps are not uniform. If the service gap narrows from 20 to 18 nm at 1 V, the field rises to 0.556 MV/cm and the lives fall to 0.80 of their value for film A and 0.74 for film B. That lowers the ratio of the lives by about 8 %, far too little to reverse the order. Temperature can also favour one film: if the activation energy of service life is 0.2 eV larger for film A, cooling both from 105 to 85 °C improves its relative life by a factor of 1.41, again too little to restore its lead. Copper drift, moisture and process damage lie outside the model. They can introduce another failure mechanism, and these numbers do not bound their effect.

**Q:** Then I cannot release film A on its 7.0 MV/cm, and I cannot yet release film B on its steeper slope. I will test both below 4.2 MV/cm, at the service temperature, with enough samples to obtain the Weibull shapes.

**A:** Those data will show whether the order reverses at the fields you test. Treat the fitted shapes with care. A spread in gap width shifts $\ln\tau$ in proportion to $\gamma E$, so it lowers the fitted shape more at test fields than in service, and more for the steeper film. With a true $\beta=1.5$ and a standard deviation of 1 nm on the 20 nm gap, fits at 3.8 MV/cm give about 1.0 for film A and 0.8 for film B, while at 0.5 MV/cm both stay near 1.5. Used uncorrected in the product formula, the test-field shapes would cut the lead of film B from about 270 to about 8. Carrying it down to 0.5 MV/cm still depends on the field law, so test as far below 4.2 MV/cm as time allows. Keep the ramp for what it measures directly: strength at a stated rate, and weak samples that fail far below the rest. The numerical output below lists the values for both films.

## Numbers as computed

```
Ramp rate: 0.1 MV/cm/s
Service: 1.0 V, 20.0 nm, 0.50 MV/cm
A: E_bd = 7.0 MV/cm, gamma = 4.0 cm/MV
A: zero-field life t0 = 3.616e+12 s
A: life at 5.0 MV/cm = 7452 s
A: service life = 4.893e+11 s = 1.551e+04 years
A: ramp damage in last 1 MV/cm = 98.17 %
A: ramp damage below 1 MV/cm = 3.71e-11 (fraction)
B: E_bd = 6.3 MV/cm, gamma = 5.5 cm/MV
B: zero-field life t0 = 2.032e+15 s
B: life at 5.0 MV/cm = 2317 s
B: service life = 1.299e+14 s = 4.116e+06 years
B: ramp damage in last 1 MV/cm = 99.59 %
B: ramp damage below 1 MV/cm = 2.18e-13 (fraction)
Life ratio A/B at 5.0 MV/cm: 3.22
Service life ratio B/A: 265.5
Crossing field: 4.221 MV/cm
Life at crossing: 1.681e+05 s = 1.95 days
Slow ramp rate: 1.0e-03 MV/cm/s
A: slow-ramp E_bd = 5.849 MV/cm
A: gamma from two ramps = 4.000 cm/MV
B: slow-ramp E_bd = 5.463 MV/cm
B: gamma from two ramps = 5.500 cm/MV
Ramp ranking reverses at R = 3.48e-06 MV/cm/s
Common E_bd at that rate: 4.433 MV/cm
Duration of that ramp: 14.8 days
Break-even gamma of B: 4.503 cm/MV
Product: N = 1000, F = 100 ppm, beta = 1.5
Product life factor: 2.155e-05
A: product life = 0.33 years
B: product life = 88.69 years
Target life: 10 years
Break-even beta of B (A at 1.5): 0.987
A: root-E service life = 3.333e+15 s
A: root-E life at 5.0 MV/cm = 4411 s
A: max |ln t| bend, 4.6-5.4 MV/cm = 0.033
B: root-E service life = 3.643e+19 s
B: root-E life at 5.0 MV/cm = 1693 s
B: max |ln t| bend, 4.6-5.4 MV/cm = 0.046
Both root-E: life ratio B/A = 1.09e+04
Only A root-E: life ratio A/B = 25.7
Narrow gap: 18.0 nm, 0.556 MV/cm
A: life factor from narrow gap = 0.801
B: life factor from narrow gap = 0.737
Temperatures: test 378.15 K, use 358.15 K
Life-ratio factor for 0.2 eV difference: 1.41
```
